# Second-order Møller–Plesset energy from Fock operators: why only doubles contribute

A Hartree-Fock calculation has converged, and its energy is to be corrected for electron correlation at the lowest cost. Before any code runs, two things must be decided: which energy the correction is added to, and which excited determinants enter it. For LiH in a minimal basis there are 494 excited determinants. The second-order correction needs at most 168 of them, the double excitations, and it is added to the Hartree-Fock energy, not to the sum of orbital energies.

Energies are in hartree, and formulas use atomic units. Nuclei are fixed, and their repulsion \(E_{\rm nuc}\) is a constant added at the end. "Full CI" means the lowest eigenvalue of the Hamiltonian in the complete determinant space of the chosen basis. It leaves out basis incompleteness, relativity and nuclear motion.

## 1. Two electrons in two orbitals

Take H\(_2\) with one bonding orbital \(\varphi_1\), even under inversion, and one antibonding orbital \(\varphi_2\), odd under inversion, both real. The Hamiltonian is

\[
H=h(1)+h(2)+\frac1{r_{12}},
\]

where \(h\) holds the kinetic energy and the nuclear attraction. Both electrons occupy \(\varphi_1\) with opposite spins. Define

\[
J_{11}=\iint\frac{\varphi_1^2(1)\,\varphi_1^2(2)}{r_{12}},\qquad
K_{12}=\iint\frac{\varphi_1(1)\varphi_2(1)\,\varphi_1(2)\varphi_2(2)}{r_{12}} .
\]

In the mean field, an electron in \(\varphi_1\) feels the other one, so its orbital energy is \(\varepsilon_1=h_{11}+J_{11}\). The Fock operator \(f\) is even under inversion, so it does not mix \(\varphi_1\) and \(\varphi_2\).

Choose \(H_0=f(1)+f(2)\) and \(V=H-H_0\). The reference has \(H_0\)-energy

\[
E^{(0)}=2\varepsilon_1=2h_{11}+2J_{11}.
\]

Its mean energy with the true Hamiltonian is \(2h_{11}+J_{11}\), because the two electrons repel each other once. The mean value of \(V\) is the difference:

\[
E^{(1)}=(2h_{11}+J_{11})-(2h_{11}+2J_{11})=-J_{11}.
\]

First order removes the double counting.

Next come the excited states. Moving one electron to \(\varphi_2\) gives a state odd under inversion, which cannot couple to the even reference. Moving both gives an even state with \(H_0\)-energy \(2\varepsilon_2\). Its coupling contains no one-electron part, since the electron not acted on leaves the overlap \(\langle\varphi_2|\varphi_1\rangle=0\). The repulsion gives \(K_{12}\). Call the mean value of \(V\) in the double \(W\). Then \(H_0+\lambda V\) has the matrix

\[
\begin{pmatrix}2\varepsilon_1-\lambda J_{11}&\lambda K_{12}\\ \lambda K_{12}&2\varepsilon_2+\lambda W\end{pmatrix}.
\]

With \(d=2(\varepsilon_2-\varepsilon_1)+\lambda(W+J_{11})\), the difference of the diagonal elements, the lower eigenvalue is

\[
E(\lambda)=2\varepsilon_1-\lambda J_{11}+\tfrac12\left(d-\sqrt{d^2+4\lambda^2K_{12}^2}\right).
\]

For small \(\lambda\) the root is \(d+2\lambda^2K_{12}^2/d+\dots\), so the last term is \(-\lambda^2K_{12}^2/d\). The \(\lambda\)-dependence of \(d\) affects only third and higher orders. Therefore

\[
E^{(2)}=-\frac{K_{12}^2}{2(\varepsilon_2-\varepsilon_1)} .
\]

**Numbers.** For restricted Hartree-Fock in the STO-3G basis at 1.4 bohr, \(h_{11}=-1.252797\) and \(J_{11}=0.674594\), so \(\varepsilon_1=-0.578203\). Then

\[
E^{(0)}+E^{(1)}=-1.156406-0.674594=-1.831000 .
\]

Adding \(E_{\rm nuc}=0.714286\) gives \(-1.116714\), the total energy reported by the self-consistent-field program. With \(K_{12}=0.181258\) and \(\varepsilon_2=0.670268\),

\[
E^{(2)}=-\frac{0.181258^2}{2(0.670268+0.578203)}=-\frac{0.032854}{2.496942}=-0.013158 .
\]

Full CI lowers the Hartree-Fock energy by 0.020562, so second order recovers 64.0 percent of the correlation energy in this basis. Neither number is converged: in the cc-pVQZ basis \(E^{(2)}\) is \(-0.0331\), the correlation energy is \(-0.0403\), and the share is 82 percent.

The matrix explains the shortfall. At \(\lambda=1\), let \(x\) be the lower eigenvalue measured from the upper left element. The secular equation \(x(x-d)=K_{12}^2\) gives

\[
x=-\frac{K_{12}^2}{d-x}.
\]

The numerator is the same as in second order. Inserting \(x=-0.020562\) shows that the denominator must be \(0.032854/0.020562=1.598\), whereas second order uses 2.497. In this model the whole error lies in the denominator. The true diagonal gap is \(d=1.598-0.021=1.577\), well below the \(H_0\) gap, and this difference dominates the error. Using \(d\) alone would give a lowering of \(0.032854/1.577=0.0208\), slightly too much, and the term \(-x\) in the denominator takes the excess back.

**Limit of a closing gap.** If \(\varepsilon_2-\varepsilon_1\to0\) at fixed \(K_{12}\neq0\), the second-order energy goes to minus infinity, while the eigenvalue of the finite matrix stays finite. The formula thus fails for near-degenerate orbitals. It also follows that a second-order energy can fall below the full CI energy, so it is not an upper bound.

## 2. Many electrons: the zeroth-order problem

Inversion symmetry removed the single excitations above. A general molecule needs another reason.

Let \(i,j\) label occupied spin orbitals, \(a,b\) virtual ones, and \(p,q\) any. They are orthonormal, and each includes its spin. Write

\[
\langle pq|rs\rangle=\iint\frac{\phi_p^*(1)\phi_q^*(2)\phi_r(1)\phi_s(2)}{r_{12}},\qquad
\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle ,
\]

with spin sums included. Exchanging the last two labels changes the sign of \(\langle pq||rs\rangle\), so it vanishes when \(r=s\). The same holds for the first two.

The Hamiltonian and the Fock matrix are

\[
H=\sum_k h(k)+\sum_{k<l}\frac1{r_{kl}},\qquad
f_{pq}=h_{pq}+\sum_j\langle pj||qj\rangle .
\]

The sum over \(j\) is the Coulomb and exchange field of the occupied orbitals. It is computed once from the reference determinant \(\Phi_0\) and then held fixed.

Assume that \(\Phi_0\) is a Hartree-Fock determinant of canonical spin orbitals, which means \(f\phi_p=\varepsilon_p\phi_p\), and that every occupied \(\varepsilon\) lies below every virtual one. Take

\[
H_0=\sum_k f(k),\qquad V=H-H_0 .
\]

A determinant is a signed sum of orbital products that differ in which electron sits in which orbital. On each product, \(H_0\) gives the same factor, the sum of the orbital energies present. Every determinant of canonical orbitals is therefore an eigenfunction of \(H_0\). For the reference,

\[
E^{(0)}=\sum_i\varepsilon_i=\sum_i h_{ii}+\sum_{ij}\langle ij||ij\rangle .
\]

Any other determinant replaces occupied orbitals by higher ones, so its \(H_0\)-energy is larger. The reference level is nondegenerate.

## 3. Perturbation theory to second order

Insert \(\Psi=\Phi_0+\lambda\Psi_1+\lambda^2\Psi_2+\dots\) and \(E=E^{(0)}+\lambda E^{(1)}+\lambda^2E^{(2)}+\dots\) into \((H_0+\lambda V)\Psi=E\Psi\). The normalization is chosen so that \(\Psi_1,\Psi_2,\dots\) are orthogonal to \(\Phi_0\). The first and second powers of \(\lambda\) give

\[
(H_0-E^{(0)})\Psi_1=(E^{(1)}-V)\Phi_0,
\]
\[
(H_0-E^{(0)})\Psi_2=(E^{(1)}-V)\Psi_1+E^{(2)}\Phi_0 .
\]

Project both on \(\Phi_0\). The left sides vanish, because \(H_0\) is Hermitian and \(\Phi_0\) has eigenvalue \(E^{(0)}\). With \(\langle\Phi_0|\Psi_1\rangle=0\) this leaves

\[
E^{(1)}=\langle\Phi_0|V|\Phi_0\rangle,\qquad E^{(2)}=\langle\Phi_0|V|\Psi_1\rangle .
\]

Expand \(\Psi_1=\sum_{n\ne0}c_n\Phi_n\) in the other determinants. Projecting the first-order equation on \(\Phi_n\) gives \((E_n^{(0)}-E^{(0)})c_n=-\langle\Phi_n|V|\Phi_0\rangle\), and hence

\[
E^{(2)}=-\sum_{n\neq0}\frac{|\langle\Phi_n|V|\Phi_0\rangle|^2}{E_n^{(0)}-E^{(0)}} .
\]

The physical problem is \(\lambda=1\). The sum still runs over all excited determinants.

## 4. Matrix elements from one expansion

Let \(O\) be an operator that treats all electrons alike, and let \(\Phi_n\) be built from orbitals \(n_1,\dots,n_N\) and \(\Phi_0\) from \(\phi_1,\dots,\phi_N\). Each determinant is \(1/\sqrt{N!}\) times a signed sum over \(N!\) products. In each term of the left sum, relabel the electrons so that electron \(k\) sits in \(n_k\). This leaves \(O\) unchanged and makes the \(N!\) left terms equal, which cancels the prefactor \(1/N!\):

\[
\langle\Phi_n|O|\Phi_0\rangle=\sum_P(-1)^P\langle n_1n_2\cdots n_N|O|\phi_{P1}\phi_{P2}\cdots\phi_{PN}\rangle .
\]

An electron on which a term of \(O\) does not act contributes an overlap, which is one if its left and right orbitals agree and zero otherwise.

**Reference with itself.** For \(h(k)\), all other electrons must match, so \(P\) is the identity and the result is \(h_{kk}\). For \(1/r_{kl}\), the orbitals of \(k\) and \(l\) may stay or be exchanged, the latter with a minus sign. This gives \(\langle kl||kl\rangle\). Summing over pairs,

\[
\langle\Phi_0|H|\Phi_0\rangle=\sum_ih_{ii}+\frac12\sum_{ij}\langle ij||ij\rangle=E_{\rm HF}.
\]

The factor \(\tfrac12\) appears because the free sum meets each pair twice, and the terms with \(i=j\) are zero. Subtracting \(E^{(0)}\) gives

\[
E^{(1)}=E_{\rm HF}-E^{(0)}=-\frac12\sum_{ij}\langle ij||ij\rangle,\qquad E^{(0)}+E^{(1)}=E_{\rm HF}.
\]

Here \(E_{\rm HF}\) is the electronic part. The sum of orbital energies counts each pair repulsion twice, once in the energy of each partner, and first order takes one copy away. Correlation begins at second order.

Two limits test this. For H\(_2\), the occupied spin orbitals are \(1\alpha\) and \(1\beta\). Opposite spins have no exchange term, and the two ordered pairs give \(-\tfrac12(J_{11}+J_{11})=-J_{11}\), as in section 1. For one electron, \(\langle ii||ii\rangle=0\) and \(E^{(1)}=0\): there is no repulsion to correct.

**Single excitations.** Replace \(\phi_i\) by \(\phi_a\), in the same place. The orbital \(\phi_a\) is orthogonal to every occupied orbital, so the operator must act on the electron that holds it. The one-electron part gives \(h_{ai}\). The repulsion with the electron in \(\phi_j\) gives a direct and an exchanged term, together \(\langle aj||ij\rangle\). The term \(j=i\) may be added because it is zero. Thus

\[
\langle\Phi_i^a|H|\Phi_0\rangle=h_{ai}+\sum_j\langle aj||ij\rangle=f_{ai}.
\]

For canonical orbitals \(f_{ai}=\varepsilon_i\langle\phi_a|\phi_i\rangle=0\). This is Brillouin's theorem. The same rule applied to \(H_0\) also gives \(f_{ai}=0\), so \(V\) has no singles element.

The physical content is that the orbitals are already optimal. Replace \(\phi_i\) by \(\phi_i+\eta\phi_a\) with small real \(\eta\). The determinant becomes \(\Phi_0+\eta\Phi_i^a\), whose squared norm is \(1+\eta^2\). For real orbitals its energy is

\[
E_{\rm HF}+2\eta f_{ai}+O(\eta^2).
\]

A stationary energy requires \(f_{ai}=0\).

**Double excitations.** Replace \(\phi_i,\phi_j\) by \(\phi_a,\phi_b\). Both new electrons must be acted on. A one-electron operator reaches only one of them, so \(H_0\) and the \(h\) terms give zero. The repulsion between these two electrons gives

\[
\langle\Phi_{ij}^{ab}|V|\Phi_0\rangle=\langle ab||ij\rangle .
\]

**Triple and higher excitations.** At least three electrons sit in orbitals orthogonal to all occupied ones, and no term of \(H\) or \(H_0\) acts on more than two. One zero overlap always remains.

Doubles are therefore the only class left, for two separate reasons: the two-body form of the interaction excludes the higher classes, and the Hartree-Fock condition excludes the singles. The argument concerns coupling to \(\Phi_0\) at second order. It says nothing about couplings between excited determinants, so it does not exclude other classes from the full CI wave function.

## 5. The spin-orbital formula

Exciting \(i,j\) to \(a,b\) changes the sum of orbital energies by

\[
E_n^{(0)}-E^{(0)}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j>0 .
\]

A determinant does not depend, up to sign, on the order of its orbitals, so each double is counted once by \(i<j\), \(a<b\):

\[
E^{(2)}=-\sum_{i<j}\sum_{a<b}\frac{|\langle ab||ij\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}.
\]

Exchanging \(i\) with \(j\), or \(a\) with \(b\), changes only the sign of the integral, and its square stays. Terms with equal labels vanish. Freeing both restrictions counts every double \(2\times2\) times, so

\[
\boxed{E^{(2)}=-\frac14\sum_{ijab}\frac{|\langle ab||ij\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}}
\]

Each term is negative or zero. The second-order energy, called MP2, is \(E_{\rm HF}+E^{(2)}+E_{\rm nuc}\).

**Limit of two electrons in two orbitals.** The one double has \(\langle2\alpha\,2\beta||1\alpha\,1\beta\rangle=K_{12}\), since the exchanged term vanishes by spin. The free sum contains it four times, the factor \(\tfrac14\) cancels this, and the result of section 1 returns.

**Limit of two distant systems.** Let neutral closed-shell systems A and B be far apart, with each orbital on one of them. In \(\langle ab|ij\rangle\), electron 1 carries \(\phi_a^*\phi_i\), so \(a\) and \(i\) must lie on the same system, and likewise \(b\) and \(j\). If \(i\) is on A and \(j\) on B, the integral is the interaction of two distant charge distributions. Each has zero total charge by orthogonality, so the interaction dies out with distance. What remains has all four labels on A or all four on B, and \(E^{(2)}\) becomes the sum of the separate values.

## 6. LiH: all excitation classes present

LiH has four electrons and no inversion center. At 3.0 bohr, restricted Hartree-Fock in the STO-3G basis gives six spatial orbitals with energies

\[
-2.3485,\;-0.2863,\;0.0783,\;0.1639,\;0.1639,\;0.5512 .
\]

The first two are doubly occupied, so \(E^{(0)}=2(-2.3485-0.2863)=-5.2696\). With \(E^{(1)}=-3.5926\) the sum is \(-8.8622\), and \(E_{\rm nuc}=1.0000\) brings it to \(-7.8622\), the self-consistent-field energy.

Four occupied and eight virtual spin orbitals give these classes:

| Class | Number | Part of \(E^{(2)}\) |
|---|---|---|
| singles | \(4\cdot8=32\) | 0.000000 |
| doubles | \(6\cdot28=168\) | −0.012807 |
| triples | \(4\cdot56=224\) | 0.000000 |
| quadruples | \(1\cdot70=70\) | 0.000000 |

The numerical check builds \(H\) and \(H_0\) in the whole determinant space without using the matrix-element rules of section 4. Half the curvature of the lowest eigenvalue of \(H_0+\lambda V\) at \(\lambda=0\) is \(-0.012807\), in agreement with the boxed formula.

The largest single contribution moves both electrons of orbital 2 to orbital 6:

\[
-\frac{0.123792^2}{2(0.5512+0.2863)}=-\frac{0.015324}{1.6750}=-0.009149 ,
\]

which is 71 percent of \(E^{(2)}\). Orbital 6 is the highest virtual orbital, not the lowest. The corresponding double into orbital 3 has a much smaller denominator, \(2(0.0783+0.2863)=0.7292\). Since no term is positive, it can contribute at most the remaining 0.003658 in magnitude, so its integral is at most \(\sqrt{0.003658\times0.7292}=0.052\). The size of the integral outweighs the gap here, and selecting doubles by orbital energy alone would miss the main term. That one double dominates is a feature of the minimal basis. In cc-pVDZ the largest opposite-spin double carries only 18.5 percent of \(E^{(2)}\), while the double from orbital 2 into the lowest virtual orbital stays small, at \(-0.00009\).

The MP2 energy is \(-7.862246-0.012807=-7.875053\). The correction, \(-0.3485\) eV, is 63.2 percent of the full CI correlation energy in this basis, \(-0.020258\). These values illustrate the formula and are far from the basis limit. In cc-pVDZ the correction is \(-0.62\) eV, 73.4 percent of the full CI value \(-0.0311\), and with cc-pCVTZ on Li and cc-pVTZ on H it is \(-1.77\) eV.

## 7. A reference that is not a Hartree-Fock solution

To see what the Hartree-Fock condition does, mix the highest occupied and lowest virtual orbital of LiH by an angle of 0.1 rad, for both spins, and recompute \(f\) from the new determinant. The relative sign of the two orbitals is arbitrary, and the numbers below belong to one choice of it. The other choice, equivalent to an angle of \(-0.1\) rad, gives a different determinant and different numbers. The largest \(|f_{ai}|\) is now 0.0198, and \(\langle\Phi_0|H|\Phi_0\rangle\) rises by 0.003831.

With the full Fock operator in \(H_0\), both \(H\) and \(H_0\) have the singles element \(f_{ai}\), and it cancels in \(V\). This does not rescue the doubles formula: \(H_0\) now couples \(\Phi_0\) to the singles, so \(\Phi_0\) is not an eigenfunction of \(H_0\), and the expansion of section 3 cannot start from it.

It can start if \(H_0\) keeps only the diagonal elements \(f_{pp}\). Then \(f_{ai}\) stays in \(V\), and the singles add

\[
E^{(2)}_{\rm singles}=-\sum_{ia}\frac{|f_{ai}|^2}{f_{aa}-f_{ii}} .
\]

Here this is \(-0.002187\). The doubles, with \(f_{pp}\) in place of \(\varepsilon_p\), give \(-0.014452\). The sum, \(-0.016639\), equals half the numerical curvature for this \(H_0\), so the singles are needed.

Measured from the Hartree-Fock energy, the total through second order is \(0.003831-0.016639=-0.012808\), almost the value found with Hartree-Fock orbitals. This agreement is accidental. The same total is \(-0.009979\) at \(-0.1\) rad, \(-0.013121\) at 0.05 rad and \(-0.010896\) at 0.2 rad, so the second-order energy depends on the reference.

The practical rule follows. For a converged restricted closed-shell or unrestricted determinant with a clear gap, the doubles suffice at second order. A restricted open-shell determinant is optimized under the constraint that both spins share spatial orbitals, so its individual \(f_{ai}\) need not vanish, and the singles must be examined.

## Computed values

```
H2, RHF/STO-3G
bond length: 1.4 bohr
h_11: -1.252797 hartree
J_11: 0.674594 hartree
K_12: 0.181258 hartree
orbital energy 1: -0.578203 hartree
orbital energy 2: 0.670268 hartree
E(0): -1.156406 hartree
E(1): -0.674594 hartree
E(0)+E(1), electronic: -1.831000 hartree
nuclear repulsion: 0.714286 hartree
total HF energy from SCF: -1.116714 hartree
E(2) by hand formula: -0.013158 hartree
full CI correlation energy: -0.020562 hartree
share recovered by E(2): 64.0 percent
LiH, RHF/STO-3G, all electrons correlated
bond length: 3.0 bohr
spin orbitals: 12  electrons: 4  determinants: 495
orbital energies (hartree): -2.3485 -0.2863 0.0783 0.1639 0.1639 0.5512
E(0): -5.269615 hartree
E(1): -3.592632 hartree
E(1) as numerical slope: -3.592632 hartree
E(0)+E(1), electronic: -8.862246 hartree
nuclear repulsion: 1.000000 hartree
total HF energy from SCF: -7.862246 hartree
singles: number 32, largest |V_n0| 0.000000 hartree, E(2) part 0.000000 hartree
doubles: number 168, largest |V_n0| 0.123792 hartree, E(2) part -0.012807 hartree
triples: number 224, largest |V_n0| 0.000000 hartree, E(2) part 0.000000 hartree
quadruples: number 70, largest |V_n0| 0.000000 hartree, E(2) part 0.000000 hartree
E(2) by spin-orbital formula: -0.012807 hartree
E(2) as half the numerical curvature: -0.012807 hartree
E(2) converted: -0.3485 eV
total MP2 energy: -7.875053 hartree
full CI correlation energy: -0.020258 hartree
share recovered by E(2): 63.2 percent
largest double: 2alpha,2beta -> 6alpha,6beta
  its |<ab||ij>|: 0.123792 hartree
  its denominator: 1.675004 hartree
  its contribution: -0.009149 hartree
LiH with HOMO and LUMO mixed (not a HF solution)
mixing angle: 0.1 rad
largest |f_ai|: 0.019798 hartree
rise of <H> above the HF energy: 0.003831 hartree
singles part of E(2), diagonal H0: -0.002187 hartree
doubles part of E(2), diagonal H0: -0.014452 hartree
E(2) as half the numerical curvature: -0.016639 hartree
```
